# Marcus and Pekar partitions of nonequilibrium polarisation in a spherical cavity, part 2

A solute jumps from the density \(\rho_0\), in equilibrium with the solvent, to a given \(\rho_1\) while the slow polarisation stays frozen. The Marcus and Pekar partitions of the solvent charge are compared. Hartree atomic units and Gaussian electrostatics are used.

The cavity is a vacuum sphere of radius \(a\) holding all the solute charge. Outside is a local, linear, uniform dielectric with static constant \(\varepsilon_s\) and optical constant \(\varepsilon_\infty\). The fast and slow polarisations \(\mathbf P_f,\mathbf P_s\) have susceptibilities \(\chi_f,\chi_s\); \(\mathbf E\) is the total field. With \(V\) the solute's vacuum potential and \(\psi\) that of the bound charge \(\rho_b\), the solvation free energy is
\[ G[\mathbf P_f,\mathbf P_s;\rho]=\int_{\rm out}\Big(\frac{P_f^2}{2\chi_f}+\frac{P_s^2}{2\chi_s}\Big)+\int\rho_bV+\frac12\int\rho_b\psi . \tag{2} \]
\(G_{\rm neq}\) is its minimum over \(\mathbf P_f\) at \(\rho_1\) with \(\mathbf P_s\) frozen; \(G_{\rm eq}\) is the equilibrium value.

All bound charge lies on the surface. Surface functions are expanded in real orthonormal harmonics \(Y_{lm}\), with indices dropped within a channel; subscripts 0 and 1 mean before and after the jump. A surface charge \(\sigma\) has surface potential \(u=S_l\,\sigma\), \(S_l=4\pi a/(2l+1)\), and \(\langle\sigma,V\rangle=\oint\sigma V\) is \((a^2/S_l)\,uV\) per channel. The initial total charge \(\sigma_0\) has \(u_0=-f_sV_0\). Here \(f_s=f_l(\varepsilon_s)\), \(f_\infty=f_l(\varepsilon_\infty)\), with
\[ f_l(\varepsilon)=\frac{(l+1)(\varepsilon-1)}{(l+1)\varepsilon+l},\qquad \kappa=\frac{(l+1)(\varepsilon_\infty-1)}{2l+1}. \]

Marcus slow and fast charges:
\[ u_s=-w f_sV_0,\quad w=\frac{\varepsilon_s-\varepsilon_\infty}{\varepsilon_s-1},\qquad u_{f,i}=-f_\infty(V_i+u_s),\ \ i=0,1 . \tag{5} \]
Pekar dynamic and inertial charges:
\[ u_{{\rm dyn},i}=-f_\infty V_i,\qquad u_{\rm in}=u_0-u_{{\rm dyn},0}=-(f_s-f_\infty)V_0 . \tag{6} \]
They are related by
\[ u_{\rm in}=(1-f_\infty)\,u_s,\qquad \frac{\sigma_s}{\sigma_{\rm in}}=\frac{(l+1)\varepsilon_\infty+l}{2l+1}. \tag{7} \]
\[ u_s+u_{f,1}=-f_\infty V_1+(1-f_\infty)u_s=u_{{\rm dyn},1}+u_{\rm in}. \tag{8} \]
The Marcus energy (fast, slow and coupling terms) and the Pekar energy (dynamic and inertial terms) are
\[ G_M=\tfrac12\langle\sigma_{f,1},V_1\rangle+\langle\sigma_s,V_1-\tfrac12V_0\rangle+\tfrac12\langle\sigma_s,u_{f,1}-u_{f,0}\rangle=G_{\rm neq}. \tag{9} \]
\[ G_P=\tfrac12\langle\sigma_{{\rm dyn},1},V_1\rangle+\langle\sigma_{\rm in},V_1-\tfrac12V_0\rangle . \tag{10} \]
They are equal in each channel:
\[ \frac{S_l}{a^2}G_M=-\tfrac12f_\infty V_1^2+(1-f_\infty)u_s\big(V_1-\tfrac12V_0\big)=\frac{S_l}{a^2}G_P , \tag{11} \]
and, with \(\lambda\) the reorganisation energy,
\[ G_{\rm neq}=G_{\rm eq}(\rho_1)+\lambda,\qquad \lambda=\frac12\sum_{lm}\frac{a^2}{S_l}(f_s-f_\infty)(V_1-V_0)^2\ge0 . \tag{12} \]

## Mismatched expressions

Three errors follow from the formulas. Using Marcus charges without the coupling term raises the energy by \(\frac12(a^2/S_l)f_\infty u_s(V_1-V_0)\), a signed quantity that vanishes in channels where the solute potential does not change; for \(V_1=0\), (11) shows that the result is then \(G_{\rm neq}/(1-f_\infty)\), a factor \(\varepsilon_\infty\) at \(l=0\). Combining the Marcus slow charge with the Pekar dynamic charge leaves \(\sigma_s\) unscreened and misses the total (8) by \(f_\infty\sigma_s\). Using the equilibrium form \(\frac12\langle\sigma_{\rm total},V_1\rangle\) omits, by subtraction from (10), the amount \(\frac12\langle\sigma_{\rm in},V_1-V_0\rangle\).

## Limits and conditions

For \(\varepsilon_\infty\to1\), \(f_\infty\to0\) and \(w\to1\): there is no fast response and the partitions coincide. For \(\varepsilon_s\to\varepsilon_\infty\) both frozen charges vanish and \(\lambda\to0\). For \(\varepsilon_s\to\infty\), \(w\to1\) and \(f_s\to1\), so \(u_s\to-V_0\) and \(u_{f,0}\to0\): the slow charge cancels the exterior field and the electrons are left unpolarised, whereas \(u_{{\rm dyn},0}=-f_\infty V_0\) is unaffected. For large \(l\), \(f_l\to(\varepsilon-1)/(\varepsilon+1)\), the image-charge factor of a plane interface.

The sphere served to diagonalise the response. For another shape, write the fast response as a linear operator, \(\sigma_f=Q(V+u_s)\), \(\sigma_{\rm dyn}=QV\). Then \(\sigma_0=\sigma_s+Q(V_0+u_s)\) gives \(\sigma_{\rm in}=\sigma_s+Qu_s\), and the totals agree by linearity. With \(\Delta=V_1-V_0\) and a symmetric Coulomb operator, the coupling term of (9) is \(\frac12\langle Q\Delta,u_s\rangle\), and subtracting (10) from (9) leaves \(\frac12\langle Qu_s,V_1\rangle+\frac12\langle Q\Delta,u_s\rangle-\langle Qu_s,V_1-\frac12V_0\rangle\), or
\[ G_M-G_P=\tfrac12\big[\langle Q\Delta,u_s\rangle-\langle Qu_s,\Delta\rangle\big]. \]
In the continuum problem \(Q\) is symmetric, being the second derivative with respect to \(V\) of the minimised functional, and the difference vanishes. A discretised \(Q\) that is not symmetric, or that violates \(\sigma_{\rm in}=\sigma_s+Qu_s\), need not preserve the equality. The numerical tests below concern the sphere.

The derivation does not cover solute charge outside the cavity, since then \(\nabla\cdot\mathbf E\ne0\) in the dielectric and volume bound charge appears. Nonlocal or nonlinear response and non-electrostatic solvation terms are outside the model. Only the densities of the two states enter, so for an excitation the treatment is state-specific; the solvent term that depends on the transition density in linear-response schemes is not covered.

## Example A: a central charge is removed

Take round model parameters \(a=4\) bohr, \(\varepsilon_s=40\), \(\varepsilon_\infty=2\), so \(w=38/39=0.974359\). The digits serve to display the identities; the model itself does not describe a liquid to that precision. The initial field just outside the cavity is \(8\times10^{8}\) V/m in example A and reaches \(5\times10^{9}\) V/m at the near pole in example B. For a solvent dipole of \(1.85\) D at \(298\) K this is \(\mu E/k_BT\approx1\) and \(7\), where the orientational response of a real liquid partly saturates, so the energies below are those of the linear model. The values called \(G_{\min}\) in the numerical output come from minimising (2) directly over radial and tangential polarisation fields in a polynomial basis, with divergence allowed and without use of \(f_l\). That minimisation was tested against (5) to (12), the charging work and the derivative, in both examples and for random parameters with \(l\le8\), to about one part in \(10^8\) of the channel's charge and energy scales, plus absolute floors of \(10^{-13}\) e/bohr² and \(10^{-14}\) Eh; in example B the floors set the tolerance above about \(l=10\) for energies and \(l=15\) for charges. The scales are \(v/S_l\) and \(a^2v^2/S_l\) with \(v=|V_0|+|V_1|\). At \(l=24\) the charge scale is still \(1.5\times10^{-8}\) e/bohr², far above its floor, whereas the energy scale, \(3.6\times10^{-15}\) Eh, lies below its floor, so the energies of the last few channels are only bounded.

A charge \(q_0=-1\) at the centre is removed, \(q_1=0\). Then \(l=0\), \(f_s=0.975\), \(f_\infty=0.5\), and a total surface charge \(Q\) has the surface potential \(Q/a\). The initial charge is \(-f_sq_0=0.975\).

- Marcus: slow \(0.974359\times0.975=0.950\); fast before, \(-0.5(-1+0.950)=0.025\); fast after, \(-0.5(0+0.950)=-0.475\).
- Pekar: dynamic before \(0.500\), inertial \(0.975-0.500=0.475\), dynamic after \(0\).

The frozen charges are in the ratio \(\varepsilon_\infty=2\), and both final totals are \(0.475\). The Marcus fast charge changes sign although the final solute is neutral: the electrons now screen the frozen slow charge.

With \(V_1=0\) the fast and dynamic terms vanish, and \(-\frac12q_0/a=0.125\). The slow term is \(0.950\times0.125=0.118750\) Eh, and the coupling term is \(\frac12\times0.950\times(-0.475-0.025)/4=-0.059375\) Eh, so \(G_M=0.059375\) Eh. The inertial term is \(0.475\times0.125=0.059375\) Eh. Since \(G_{\rm eq}(\rho_1)=0\), this is \(\lambda=\frac18(\frac12-\frac1{40})\), or \(1.62\) eV. With \(G_{\rm eq}(\rho_0)=-0.975/8=-0.121875\) Eh, the solvent raises the vertical detachment energy by \(0.059375+0.121875=0.181250\) Eh, or \(4.93\) eV. Dropping the coupling term gives \(0.118750\) Eh, twice \(G_{\rm neq}\), and leaving the slow charge unscreened gives a total of \(0.950\) in place of \(0.475\).

## Example B: a charge hops across the cavity

A charge \(q=-1\) moves on the axis from \(z=+2\) to \(z=-2\) bohr. The Legendre expansion \(q/|\mathbf r-z\hat{\mathbf z}|=q\sum_lz^la^{-l-1}P_l(\cos\theta)\) at \(r=a\), with \(P_l=\sqrt{4\pi/(2l+1)}\,Y_{l0}\), gives \(V_l=q\,z^la^{-l-1}\sqrt{4\pi/(2l+1)}\). Hence \(V_1=(-1)^lV_0\) and \((a^2/S_l)V_0^2=q^2z^{2l}/a^{2l+1}\), which falls by \((z/a)^2=\frac14\) per channel; the sums run to \(l=24\).

In even channels \(V_1=V_0\), the coupling vanishes and the energy is the equilibrium one, yet it is divided differently: for \(l=0\), \(-0.003125-0.118750\) against \(-0.062500-0.059375\), both \(-0.121875\) Eh.

For \(l=1\), \(f_s=0.962963\), \(f_\infty=0.4\), \(V_1=-V_0=0.255832\), \((a^2/S_1)V_0^2=4/64=\frac1{16}\), and \(u_s=wf_sV_1\) with \(wf_s=0.974359\times0.962963=0.938272\). Also \(V_1-\frac12V_0=\frac32V_1\) and \(V_1-V_0=2V_1\).

- Fast: \(-\frac12(0.4)(1+0.938272)/16=-0.024228\).
- Slow: \(\frac32(0.938272)/16=0.087963\).
- Coupling: \(-(0.4)(0.938272)/16=-0.023457\).
- Dynamic: \(-\frac12(0.4)/16=-0.012500\).
- Inertial: \(\frac32(0.962963-0.4)/16=0.052778\).

Both sums are \(0.040278\) Eh. The frozen amplitudes are \(0.0143263\) and \(0.0085958\) e/bohr², in the ratio \(5/3\) of (7); the ratios for \(l=2,3\) are \(1.600\) and \(1.571\), on the way to \(1.5\). The \(l=1\) inertial term has two positive parts. The interaction \(\langle\sigma_{\rm in},V_1\rangle=(f_s-f_\infty)/16=0.035185\) Eh is positive because the frozen charge is aligned with the old position and opposes the new one. The part \(-\frac12\langle\sigma_{\rm in},V_0\rangle=0.017593\) Eh depends on the initial state alone. The \(l=1\) energy, \(\frac1{16}\big[\frac32(f_s-f_\infty)-\frac12f_\infty\big]\), is positive when \(3(f_s-f_\infty)>f_\infty\), which holds here and fails for \(\varepsilon_s\) close to \(\varepsilon_\infty\).

At the pole nearest the old position the slow and fast densities are \(0.027956\) and \(-0.010191\) e/bohr², the inertial and dynamic ones \(0.016894\) and \(0.000871\), and both totals are \(0.017765\). The mobile charges have opposite signs there. Their difference is the sum over channels of \(-f_\infty\sigma_s\), which is negative at this pole because every \(V_{0,l}\) is negative and every \(Y_{l0}\) positive. For the same reason the ratio of frozen densities, \(1.65\), is a weighted mean of the channel ratios and lies between \(1.5\) and \(2\). This bound does not carry over to points where the channels enter with different signs: at the opposite pole, where they alternate, the densities are \(0.001085\) and \(0.000242\) e/bohr², a ratio of about \(4.5\).

Summed over channels, Marcus gives \(-0.029019-0.032745-0.024867\) and Pekar \(-0.078872-0.007760\); both equal \(G_{\min}=-0.086631\) Eh, or \(-2.36\) eV, up to rounding. Mirror symmetry makes \(G_{\rm eq}=-0.161951\) Eh in both states, and \(\lambda=0.075320\) Eh, or \(2.05\) eV, is the difference, as (12) requires. With equal equilibrium energies, \(\lambda\) is also the solvent's contribution to the vertical transition energy.

Dropping the coupling term gives \(-0.061764\) Eh, too high by \(0.024867\) Eh, which is \(0.33\,\lambda\); in each odd channel the ratio to that channel's part of \(\lambda\) is \(f_\infty/[2(1-f_\infty)]=\kappa/2\), equal to \(\frac13\) at \(l=1\) for \(\varepsilon_\infty=2\) and smaller at higher \(l\). The equilibrium form gives \(-0.124291\) Eh, too low by \(\lambda/2\). This fraction follows from the mirror symmetry: in odd channels \(V_1-V_0=-2V_0\), so the omitted term \(\frac12\langle\sigma_{\rm in},V_1-V_0\rangle\) is \((a^2/S_l)(f_s-f_\infty)V_0^2\), while (12) gives twice that. In example A, where \(V_1-V_0=-V_0\), the omitted term is the whole of \(\lambda\).

## Computed results

```
model: a = 4.0 bohr, eps_s = 40.0, eps_inf = 2.0
slow fraction (eps_s-eps_inf)/(eps_s-1) = 0.974359
A: central charge -1 -> 0 e; f_s = 0.975000, f_inf = 0.500000
A initial total surface charge = 0.975000 e
A Marcus slow, fast0, fast1 = 0.950000, 0.025000, -0.475000 e
A Pekar inert, dyn0, dyn1 = 0.475000, 0.500000, 0.000000 e
A final total Marcus, Pekar = 0.475000, 0.475000 e
A Marcus fast, slow, coupling = 0.000000, 0.118750, -0.059375 Eh
A Pekar dyn, inert = 0.000000, 0.059375 Eh
A G_M, G_P, G_min = 0.059375, 0.059375, 0.059375 Eh
A G_eq(0), G_eq(1) = -0.121875, 0.000000 Eh
A lambda = 0.059375 Eh = 1.6157 eV
A G_neq-G_eq(0) = 0.181250 Eh = 4.9321 eV
A wrong: no coupling term = 0.118750 Eh
A wrong: unscreened slow charge total = 0.950000 e
B: charge -1 e, z = 2.0 -> -2.0 bohr, l <= 24
l=0 f_s 0.975000 f_inf 0.500000 S 50.26548 bohr ratio 2.000000
l=0 V0, V1 = -0.886227, -0.886227 Eh/e
l=0 slow, fast1 = 0.0167494, 0.0004408 e/bohr^2
l=0 inert, dyn1 = 0.0083747, 0.0088155 e/bohr^2
l=0 M fast, slow, coupl = -0.003125, -0.118750, 0.000000 Eh
l=0 P dyn, inert; G = -0.062500, -0.059375; -0.121875 Eh
l=1 f_s 0.962963 f_inf 0.400000 S 16.75516 bohr ratio 1.666667
l=1 V0, V1 = -0.255832, 0.255832 Eh/e
l=1 slow, fast1 = 0.0143263, -0.0118381 e/bohr^2
l=1 inert, dyn1 = 0.0085958, -0.0061075 e/bohr^2
l=1 M fast, slow, coupl = -0.024228, 0.087963, -0.023457 Eh
l=1 P dyn, inert; G = -0.012500, 0.052778; 0.040278 Eh
l=2 f_s 0.959016 f_inf 0.375000 S 10.05310 bohr ratio 1.600000
l=2 V0, V1 = -0.099083, -0.099083 Eh/e
l=2 slow, fast1 = 0.0092097, 0.0002424 e/bohr^2
l=2 inert, dyn1 = 0.0057561, 0.0036960 e/bohr^2
l=2 M fast, slow, coupl = -0.000192, -0.007300, -0.000000 Eh
l=2 P dyn, inert; G = -0.002930, -0.004563; -0.007492 Eh
l=3 f_s 0.957055 f_inf 0.363636 S 7.18078 bohr ratio 1.571429
l=3 V0, V1 = -0.041870, 0.041870 Eh/e
l=3 slow, fast1 = 0.0054374, -0.0040976 e/bohr^2
l=3 inert, dyn1 = 0.0034602, -0.0021203 e/bohr^2
l=3 M fast, slow, coupl = -0.001373, 0.005464, -0.001325 Eh
l=3 P dyn, inert; G = -0.000710, 0.003477; 0.002767 Eh
B +z pole slow, fast1 = 0.027956, -0.010191 e/bohr^2
B +z pole inert, dyn1 = 0.016894, 0.000871 e/bohr^2
B +z pole total M, P = 0.017765, 0.017765 e/bohr^2
B Marcus fast, slow, coupling = -0.029019, -0.032745, -0.024867 Eh
B Pekar dyn, inert = -0.078872, -0.007760 Eh
B G_M, G_P, G_min = -0.08663110, -0.08663110, -0.08663110 Eh
B G_neq = -2.3574 eV
B G_eq(0), G_eq(1) = -0.161951, -0.161951 Eh
B lambda = 0.075320 Eh = 2.0496 eV
B wrong: no coupling term = -0.061764 Eh
B wrong: <sigma_total,V1>/2 = -0.124291 Eh
```
